# Kanamori U and J are not Slater-averaged U and J

Symmetry fixes the form of the self-repulsion of a d orbital before any integral is done. The angular part of a real d orbital can be written as

$$\phi(\mathbf n)=\mathbf n^{T}Q\,\mathbf n ,$$

where $\mathbf n$ is the unit direction vector and $Q$ is a real, symmetric, traceless $3\times3$ matrix. Such a matrix has five free entries, one for each d orbital. Rotate the axes so that $Q$ is diagonal with entries $a,b,c$. If the interaction is invariant under rotations, the self-repulsion is unchanged by this. It is of fourth order in $\phi$, hence a polynomial of degree four in $a,b,c$. It is also symmetric in them, because relabelling the axes is a rotation, possibly combined with inversion, and inversion leaves $\phi$ unchanged.

A symmetric polynomial in three variables can be built from $a+b+c$, $s_2=ab+bc+ca$ and $s_3=abc$. The first is zero here. The one remaining combination of degree four is $s_2^2$. The normalization integral $\int\phi^2\,d\Omega$ is symmetric and of degree two, so it is a multiple of $s_2$, and normalization fixes $s_2$. Every normalized real d orbital therefore has the same self-repulsion, $U_0$, provided that all five share one radial function.

The repulsion is also linear in the radial Coulomb integrals $F^0,F^2,F^4$ defined below, so dimensional analysis leaves

$$U_0=F^0+\alpha F^2+\beta F^4 ,$$

with pure numbers $\alpha,\beta$. The coefficient of $F^0$ is one because that term is the repulsion of two spherical unit charges. Unless the other two terms vanish, $U_0$ is not $F^0$. Two different energies are thus in play, and both are called $U$.

## The belief and its appeal

The belief is this: $U$ is the Coulomb repulsion on the atom and $J$ is its Hund exchange, so a pair $(U,J)$ obtained for one form of the interaction may be inserted in another.

There are fair reasons to hold it. Both parametrizations describe the same physics with one large repulsion and one smaller exchange energy. Both give the same $U$ when exchange and the anisotropy of the repulsion vanish. And, as shown below, one important energy, the charge gap of the half-filled shell, has the same formula in both.

The definitions nevertheless differ. Write the Coulomb integrals of real orbitals in charge-density order, so that $(ij|kl)$ is the interaction of the density $\phi_i\phi_j$ with the density $\phi_k\phi_l$, and set

$$U_{ij}=(ii|jj),\qquad J_{ij}=(ij|ij).$$

Two electrons with parallel spins in different orbitals $i$ and $j$ have the mean interaction energy $U_{ij}-J_{ij}$.

The Slater-averaged parameters are defined by averages over the whole shell:

$$U=\frac1{25}\sum_{i,j}U_{ij},\qquad
U-J=\frac1{20}\sum_{i\ne j}(U_{ij}-J_{ij}).$$

The first average includes $i=j$. The second covers the 20 ordered pairs of different orbitals.

The Kanamori parameters refer to particular orbital configurations. $U_K$ is the repulsion of two electrons in the same real orbital, and $J_K$ is the exchange between two different ones. In the rotationally symmetric form used here, two electrons in different orbitals repel with $U_K-2J_K$ if their spins are opposite and $U_K-3J_K$ if they are parallel. Spin exchange and pair hopping have amplitude $J_K$. For a full d shell the natural identification is $U_K=U_0$ and $J_K=J_m$, where $J_m$ is the mean of $J_{ij}$ over $i\neq j$.

## The relation between the two pairs

**A relation for each pair of orbitals.** Take two different real orbitals and form

$$\phi_\pm=\frac{\phi_i\pm\phi_j}{\sqrt2},\qquad
\phi_\pm^2=\tfrac12(\phi_i^2+\phi_j^2)\pm\phi_i\phi_j .$$

These are again normalized real d orbitals, so each has self-repulsion $U_0$. Inserting the density gives

$$U_0=\tfrac14\left(2U_0+2U_{ij}\right)+J_{ij}
\pm\left[(ii|ij)+(jj|ij)\right].$$

The first term is the repulsion of $\tfrac12(\phi_i^2+\phi_j^2)$ with itself, the second that of $\phi_i\phi_j$ with itself, and the bracket contains the cross terms. Adding the equations for the two signs removes the bracket:

$$2U_0=U_0+U_{ij}+2J_{ij}
\quad\Longrightarrow\quad U_{ij}=U_0-2J_{ij}.$$

This is the Kanamori relation between direct repulsion and exchange. It holds pair by pair, although $J_{ij}$ may differ from pair to pair.

**A relation for the filled shell.** The sum $\sum_j\phi_j^2$ is unchanged when the five orbitals are mixed by an orthogonal matrix. A rotation does just that, so the sum is spherical. An electron in orbital $i$ therefore meets five spherical unit charges, and the angular terms in the interaction drop out:

$$\sum_jU_{ij}=5F^0 .$$

Summing also over $i$ and dividing by 25 gives $U=F^0$. Now separate the term $j=i$ and use the pair relation in the other four:

$$5U=U_0+\sum_{j\ne i}(U_0-2J_{ij})
=5U_0-2\sum_{j\ne i}J_{ij}.$$

The sum of exchange integrals is thus the same for every orbital $i$. It equals four times the mean, $4J_m$, so that

$$U_0-U=\frac85J_m .$$

**The definition of J.** The mean energy of a parallel-spin pair is

$$U-J=(U_0-2J_m)-J_m=U_0-3J_m .$$

Inserting $U_0=U+\tfrac85J_m$ gives

$$U-J=U+\frac85J_m-3J_m=U-\frac75J_m .$$

Hence

$$J_m=\frac57J,\qquad
U_0=U+\frac85\cdot\frac57J=U+\frac87J .$$

The mean repulsion between different orbitals follows as

$$U_0-2J_m=U+\frac87J-\frac{10}7J=U-\frac27J .$$

For the opposite translation,

$$J=\frac75J_m,\qquad U=U_0-\frac85J_m .$$

No ratio of Slater integrals was assumed. The numbers $8/7$ and $5/7$ come from the symmetry of the d shell.

## J in terms of Slater integrals

The expansion of the interaction in Legendre polynomials $P_k(\cos\gamma)$, with $\gamma$ the angle between the two electrons, defines the radial integrals. For the bare Coulomb interaction in atomic units,

$$F^k=\int_0^\infty\!\!\int_0^\infty R^2(r_1)R^2(r_2)
\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. For a screened interaction that is still rotationally invariant, the radial factor changes and the angular algebra does not. A product of two d orbitals is even under inversion and of degree four in $\mathbf n$, so $k=0,2,4$ suffice.

Since all real orbitals have the same self-repulsion, one convenient orbital is enough. For $z^2$ the angular density is proportional to $P_2(x)^2$, with $x=\cos\theta$. Normalized on $-1\le x\le1$, the weight is

$$\frac52P_2(x)^2=\frac58(9x^4-6x^2+1).$$

Its moments are

$$\langle x^2\rangle=\frac54\left(\frac97-\frac65+\frac13\right)=\frac{11}{21},
\qquad
\langle x^4\rangle=\frac54\left(1-\frac67+\frac15\right)=\frac37 .$$

The means of the two Legendre polynomials are therefore

$$\langle P_2\rangle=\frac{3\cdot\frac{11}{21}-1}{2}=\frac27,\qquad
\langle P_4\rangle=\frac{35\cdot\frac37-30\cdot\frac{11}{21}+3}{8}=\frac27 .$$

For axially symmetric densities, averaging $P_k(\cos\gamma)$ over the azimuths gives $P_k(x_1)P_k(x_2)$. Each Slater integral is thus multiplied by $\langle P_k\rangle^2$:

$$U_0=F^0+\frac4{49}(F^2+F^4).$$

Comparison with $U_0=F^0+\tfrac87J$ gives

$$J=\frac78\cdot\frac4{49}(F^2+F^4)=\frac{F^2+F^4}{14}.$$

## The same shell in numbers

Take the round model values $U=4$ eV, $J=0.7$ eV and $F^4/F^2=0.625$. Then

$$F^2=\frac{14\times0.7}{1.625}=6.031\ \text{eV},\qquad
F^4=0.625\,F^2=3.769\ \text{eV}.$$

The Kanamori parameters of this shell are

$$U_0=4+\frac87(0.7)=4.8\ \text{eV},\qquad
J_m=\frac57(0.7)=0.5\ \text{eV}.$$

The mean interorbital repulsion is $4.8-2(0.5)=3.8$ eV. The pairs $(4,\,0.7)$ and $(4.8,\,0.5)$ describe one and the same shell.

Suppose the Kanamori pair is inserted where Slater parameters are expected. In the simplified rotationally invariant DFT+U functional, the strength of the correction is $U-J$. It would become

$$4.8-0.5=4.3\ \text{eV}\quad\text{instead of}\quad4-0.7=3.3\ \text{eV}.$$

In general the excess is

$$(U_0-J_m)-(U-J)=\frac87J-\frac57J+J=\frac{10}7J ,$$

here 1.0 eV, or about 30% of the correct strength.

The reverse mistake puts the Slater pair into a Kanamori Hamiltonian. The energy of a parallel-spin pair becomes $U-3J=4-2.1=1.9$ eV. The correct mean is $U-J=3.3$ eV, so the result is too low by $2J=1.4$ eV. Most of this drop does not depend on spin: the opposite-spin repulsion between different orbitals, $U_K-2J_K$, also falls, from 3.8 to $4-1.4=2.6$ eV. The difference between the opposite-spin and the parallel-spin configuration of two different orbitals is $J_K$, and it rises from 0.5 to 0.7 eV. The opposite-spin configuration is not an eigenstate. Spin exchange combines it with its spin-flipped partner into a triplet component at $(U_K-2J_K)-J_K$ and a singlet at $(U_K-2J_K)+J_K$. The singlet-triplet splitting is therefore $2J_K$, and it rises from 1.0 to 1.4 eV.

The ratios can also be checked with integrals of an actual orbital. For a Gaussian d shell with exponent 1 bohr$^{-2}$ and the bare interaction, molecular two-electron integrals give $U_0=0.76904$ hartree and $J_m=0.03694$ hartree. Radial integration gives $F^0=0.70994$ hartree and $J=0.05172$ hartree. The ratios $(U_0-F^0)/J=1.142857$ and $J_m/J=0.714286$ agree with $8/7$ and $5/7$ to the digits shown, although here $F^4/F^2$ is 0.692 and not 0.625.

## A gap that hides the mistake

For a degenerate shell, the charge gap at half filling is

$$\Delta=E(6)+E(4)-2E(5),$$

where $E(n)$ is the lowest interaction energy of $n$ electrons. The one-electron energies cancel, since $6+4-2\times5=0$.

Consider the high-spin states. Five parallel electrons form ten pairs with mean energy $U-J$, so $E(5)=10(U-J)$. Removing an electron from any orbital removes four pair energies. Their sum is $4(U-J)$ for every orbital, because each orbital has the same mean exchange. Thus $E(4)=6(U-J)$. A sixth electron has opposite spin and meets the filled spherical shell, which costs $\sum_jU_{ij}=5U$. Therefore

$$\Delta=10(U-J)+5U+6(U-J)-20(U-J)=U+4J .$$

In the Kanamori Hamiltonian a parallel pair costs $U_K-3J_K$, and the sixth electron costs $U_K+4(U_K-2J_K)=5U_K-8J_K$. The same count gives

$$\Delta=5U_K-8J_K-4(U_K-3J_K)=U_K+4J_K .$$

The two formulas look alike, and with the correct translation their values agree:

$$U_0+4J_m=U+\frac87J+\frac{20}7J=U+4J .$$

In the example, $4.8+4(0.5)=6.8$ eV and $4+4(0.7)=6.8$ eV. A Kanamori model that wrongly receives the Slater pair also gives 6.8 eV. Full diagonalization of the three Hamiltonians confirms this value for their true ground states at these parameters. Agreement of the half-filled gap is therefore no evidence that the labels are right.

The two-electron energy does tell them apart. Diagonalization gives 2.94 eV for the full Slater interaction, 3.30 eV for the translated Kanamori model and 1.90 eV for the mislabelled one.

## What one exchange constant leaves out

The difference between 2.94 and 3.30 eV is not a labelling error. It arises because $5J/7$ is a mean. In the example the individual exchange integrals range from 0.299 eV, between $xy$ and $x^2-y^2$, to 0.621 eV, for instance between $xy$ and $z^2$. By the pair relation, two parallel electrons in orbitals $i$ and $j$ have the expectation energy $U_0-3J_{ij}$. The largest exchange integral gives

$$4.8-3(0.6205)=2.94\ \text{eV},$$

which is the ground energy found by diagonalization. This pair is an eigenstate. Two parallel d electrons have total orbital angular momentum $L=3$ or $L=1$, and $xy$ with $z^2$ contains only $M_L=\pm2$, which exists for $L=3$ alone. The same holds for $x^2-y^2$ with $z^2$. The other eight pairs are mixed by integrals over three or four different orbitals, which the Kanamori form omits and which reach 0.28 eV here. The exact levels of the ten parallel-spin states are 2.94 eV for the seven with $L=3$ and 4.14 eV for the three with $L=1$, with mean $(7\times2.94+3\times4.14)/10=3.30$ eV. A Kanamori model with one $J_K$ puts all ten at 3.3 eV. It keeps their mean and loses their splitting, so for five orbitals it is an approximation even when its parameters are translated correctly. The exception is the ratio $F^4/F^2=9/5$, at which the two forms coincide; the bare Coulomb interaction, for which $F^4<F^2$, does not reach it.

For the three $t_{2g}$ orbitals $xy$, $yz$, $xz$ alone, the Kanamori form is complete. Reflection $x\to-x$ changes the sign of $xy$ and $xz$, so in a nonzero integral these two must together appear an even number of times. The reflections of $y$ and $z$ say the same of the other two pairs. The three numbers of appearances are then all even or all odd. They add up to four, which three odd numbers cannot do, so all are even. This leaves $(ii|ii)$, $(ii|jj)$ and $(ij|ij)$, and cubic rotations make the three pairs equivalent.

Their exchange is not $J_m$, however. To find it, consider the complex orbital $(\phi_{xz}+i\phi_{yz})/\sqrt2$, which has $|m|=1$. Its density is $\tfrac12(\phi_{xz}^2+\phi_{yz}^2)$, and its self-repulsion is

$$\tfrac14(2U_0+2U_{xz,yz})=\tfrac12(U_0+U_0-2J_{t2g})=U_0-J_{t2g}.$$

The same density is axial, with normalized weight $\tfrac{15}4x^2(1-x^2)$. Its moments are $\langle x^2\rangle=\tfrac37$ and $\langle x^4\rangle=\tfrac5{21}$, which give $\langle P_2\rangle=\tfrac17$ and $\langle P_4\rangle=-\tfrac4{21}$. The self-repulsion is therefore $F^0+F^2/49+16F^4/441$. Subtracting it from $U_0$, with $4/49=36/441$, yields

$$J_{t2g}=\frac3{49}F^2+\frac{20}{441}F^4 .$$

In the example this is $0.369+0.171=0.540$ eV. Treating it as the five-orbital mean would give $J=\tfrac75(0.540)=0.756$ eV, about 8% above the true 0.7 eV. A $t_{2g}$ exchange must be converted with its own formula, which needs the ratio $F^4/F^2$.

## Where the translation holds

The orbitals must be real. For complex orbitals the pair densities in $(ij|kl)$ are $\phi_i^*\phi_j$ and $\phi_k^*\phi_l$, and the exchange integral is $J_{ij}=(ij|ji)$, which equals $(ij|ij)$ when the orbitals are real. This form is meant in the rest of the paragraph. In the example the complex orbitals with $|m|=0,1,2$ have self-repulsions 4.80, 4.26 and 4.50 eV, and their mean exchange is 0.584 eV instead of 0.5 eV. The Slater average $U-J$ does not suffer from this dependence on the basis. The terms with $i=j$ cancel in $U_{ij}-J_{ij}$, so the sum may run over all pairs. It is then the direct minus the exchange energy of the complete shell, which no unitary mixing of the orbitals can change.

The shell must also have one radial function and a rotationally invariant interaction. Both were used to give every real orbital the same $U_0$. In a solid, Wannier functions of $e_g$ and $t_{2g}$ type may have different extents, and screening may depend on direction. The self-repulsions may then differ, and the formulas above become a spherical approximation. As a model, Gaussian $t_{2g}$ and $e_g$ orbitals with exponents 1 and 0.9 bohr$^{-2}$ and the bare interaction have self-repulsions that differ by $0.78J$, while the averaged ratios move only from $8/7=1.143$ to 1.154 and from $5/7=0.714$ to 0.711. The individual $U_{ij}$ and $J_{ij}$ should be inspected before they are reduced to two numbers.

Within these conditions, a quoted $U$ and $J$ can be translated once it is known which averages or orbitals define them. The translation changes only the labels of one given interaction. A screened value still belongs to the orbitals and screening processes with which it was computed, so a value obtained for a $t_{2g}$-only model does not become a five-orbital value by these formulas. The numerical check tests the relations separately for $F^2$ and $F^4$, also in a randomly mixed real basis.

## Computed results

```
Input Slater U = 4.000 eV, J = 0.700 eV, F4/F2 = 0.625
F2 = 6.0308 eV, F4 = 3.7692 eV
z2 orbital: mean P2 = 0.285714, mean P4 = 0.285714
Intra-orbital repulsion U0 = 4.8000 eV
Mean interorbital exchange Jm = 0.5000 eV
Mean interorbital repulsion = 3.8000 eV
Exchange integrals in eV (diagonal left out), columns xy, yz, xz, z2, x2-y2
  xy        --    0.5402  0.5402  0.6205  0.2991
  yz      0.5402    --    0.5402  0.3795  0.5402
  xz      0.5402  0.5402    --    0.3795  0.5402
  z2      0.6205  0.3795  0.3795    --    0.6205
  x2-y2   0.2991  0.5402  0.5402  0.6205    --  
Smallest, largest exchange = 0.2991, 0.6205 eV
t2g exchange = 0.5402 eV
t2g interorbital repulsion = 3.7197 eV
eg exchange = 0.6205 eV
Complex orbital |m| = 0: self-repulsion = 4.8000 eV
Complex orbital |m| = 1: self-repulsion = 4.2598 eV
Complex orbital |m| = 2: self-repulsion = 4.5009 eV
Complex orbitals: mean exchange = 0.5839 eV
full Slater: d2 ground energy = 2.9385 eV
full Slater: mean parallel-pair energy = 3.3000 eV
full Slater: d5 gap = 6.8000 eV
translated Kanamori: d2 ground energy = 3.3000 eV
translated Kanamori: mean parallel-pair energy = 3.3000 eV
translated Kanamori: d5 gap = 6.8000 eV
mislabelled Kanamori: d2 ground energy = 1.9000 eV
mislabelled Kanamori: mean parallel-pair energy = 1.9000 eV
mislabelled Kanamori: d5 gap = 6.8000 eV
Correct Slater U - J = 3.3000 eV
Kanamori values used as Slater: U - J = 4.3000 eV
Error of that difference = 1.0000 eV
Gaussian d shell, exponent 1 bohr^-2:
  F0, F2, F4 = 0.709939, 0.427844, 0.296200 hartree
  F4/F2 = 0.6923, J = 0.051717 hartree
  U0 = 0.769044 hartree, Jm = 0.036941 hartree
  (U0 - F0)/J = 1.142857, 8/7 = 1.142857
  Jm/J = 0.714286, 5/7 = 0.714286
```
